# The energy-weighted momentum sum rule in the nonrelativistic Lamb shift, part 1

(Sections cited here and not found follow in the second part.)

**Q.** The nonrelativistic Lamb shift of a level $a$ contains the sum

$$S=\sum_n |\langle n|\mathbf p|a\rangle|^2\,(E_n-E_a),$$

where $|\langle n|\mathbf p|a\rangle|^2=\sum_{i=1}^3|\langle n|p_i|a\rangle|^2$. It seems to need every matrix element out of $a$. Why should it have a closed form?

**A.** Because the weight is the first power of the excitation energy, and that can be turned into the operator $H$. Take one spinless particle with $H=\mathbf p^2/2m+V(\mathbf r)$, where $V$ is a real local potential and there is no vector potential. Let $\psi$ be the normalized bound state $a$, real or complex, and let $n$ run over a complete set of eigenstates of $H$, which means the bound states and the continuum. For the moment let $V$ be smooth.

With $p_i=-i\hbar\partial_i$ and $\phi_i\equiv\partial_i\psi$, the matrix element is $-i\hbar\langle n|\phi_i\rangle$. Since $(E_n-E_a)\langle n|=\langle n|(H-E_a)$, completeness gives

$$S=\hbar^2\sum_i\sum_n\langle\phi_i|n\rangle\langle n|(H-E_a)|\phi_i\rangle=\hbar^2\sum_i\langle\phi_i|H-E_a|\phi_i\rangle. \tag{1}$$

Now apply $\partial_i$ to the Schrödinger equation $(H-E_a)\psi=0$. The derivative commutes with $\nabla^2$, and $\partial_i(V\psi)=(\partial_iV)\psi+V\phi_i$, so

$$(H-E_a)\,\phi_i=-(\partial_iV)\,\psi. \tag{2}$$

Putting (2) into (1),

$$S=-\hbar^2\int \nabla\psi^*\cdot\nabla V\;\psi\;d^3r. \tag{3}$$

**Q.** For a complex $\psi$ the integrand of (3) need not be real. Does your argument hold only for real $\psi$?

**A.** No. $S$ is a sum of real terms, so it equals the real part of (3). Because $V$ is real, the real part of the integrand is $\tfrac12\nabla V\cdot(\psi\nabla\psi^*+\psi^*\nabla\psi)=\tfrac12\nabla V\cdot\nabla|\psi|^2$, and

$$S=-\frac{\hbar^2}{2}\int\nabla V\cdot\nabla|\psi|^2\,d^3r. \tag{4}$$

Use $\nabla\cdot(|\psi|^2\nabla V)=\nabla|\psi|^2\cdot\nabla V+|\psi|^2\nabla^2V$. The divergence integrates to a surface term at infinity. It vanishes when $\psi$ decays exponentially and $\nabla V$ grows no faster than a power of $r$, which is assumed here, and for smooth $V$ there is no other surface. Hence

$$S=\frac{\hbar^2}{2}\,\langle a|\nabla^2V|a\rangle. \tag{5}$$

The same steps can be written with commutators. Acting on any $f$, $[V,p_i]f=-i\hbar V\partial_if+i\hbar\,\partial_i(Vf)=i\hbar(\partial_iV)f$, so $[H,p_i]=i\hbar\,\partial_iV$ and $[p_i,[H,p_i]]=i\hbar(-i\hbar)\partial_i^2V=\hbar^2\partial_i^2V$. Expanded, the double commutator is $2p_iHp_i-p_i^2H-Hp_i^2$, whose mean in $a$ is $2\langle p_i(H-E_a)p_i\rangle$. Summing over $i$ gives $2S=\hbar^2\langle\nabla^2V\rangle$, which shows where the factor $\tfrac12$ comes from.

**Q.** The mass has vanished from (5). Momenta and level spacings both depend on it, so I distrust that.

**A.** It has vanished from the operator, because the kinetic energy commutes with $\mathbf p$, but $\psi$ still depends on it. For $V=\tfrac12m\omega_0^2r^2$ the rule can be checked by hand. There $\nabla^2V=3m\omega_0^2$ and (5) gives $\tfrac32\hbar^2m\omega_0^2$. From the ground state each $p_i$ reaches one state, with $|\langle1|p|0\rangle|^2=m\hbar\omega_0/2$ and excitation energy $\hbar\omega_0$, and three components give the same value.

Nothing in (1) to (5) used the number of dimensions, so an anharmonic test can be made in two. The numerical check diagonalizes $V=\tfrac12(x^2+y^2)+0.1\,x^2y^2+0.05\,(x^4+y^4)$ on a Cartesian grid, in atomic units, and sums over all grid eigenstates. With $\rho^2=x^2+y^2$ this is the central well $\tfrac12\rho^2+0.05\,\rho^4$, so its first excited level is an exactly degenerate pair. For mass 1 the ground state gives $S=1.346220$ and $\tfrac12\langle\nabla^2V\rangle=1.346220$. For mass 2 both are $1.253334$, smaller because $\nabla^2V=2+0.8(x^2+y^2)$ grows outward and the heavier particle stays nearer the centre. A complex, current-carrying combination of the first excited pair gives $1.657721$ and $1.485818$ for the two masses, again on both sides. The test demands agreement to $10^{-6}$ a.u.

**Q.** Now the atom. For $V=-Z\alpha\hbar c/r$ the Laplacian is zero wherever it is defined, and $V$ is not smooth. Worse, I doubt that (1) makes sense. For the 1s state, (2) says that $(H-E_a)\phi_i$ grows as $1/r^2$, and $\int r^{-4}r^2dr$ diverges at the origin.

**A.** Your doubt is right. For s states $H\phi_i$ is not square integrable, so the double commutator is only formal here. But $S$ needs less. It equals the energy form

$$S=\hbar^2\sum_i\int\Big[\frac{\hbar^2}{2m}|\nabla\phi_i|^2+(V-E_a)|\phi_i|^2\Big]d^3r, \tag{6}$$

which holds one derivative of $\phi_i$, and that is finite. A hydrogenic $\psi$ is $e^{-\beta r}$ times a polynomial in $r$ times a polynomial in $x,y,z$. Since $\partial_ir=x_i/r$ depends on direction only, $\phi_i$ is a sum of terms $e^{-\beta r}r^j\times$(smooth function of direction) with $j\ge0$. So $\phi_i$ and $\partial_r\phi_i$ are bounded near the nucleus, and the angular derivatives grow at most as $1/r$. Then $|\nabla\phi_i|^2=O(r^{-2})$, which the volume element $r^2dr$ makes integrable.

To show that the sum over states equals (6), multiply $\phi_i$ by a smooth function $\chi_\epsilon$ that is 0 for $r<\epsilon$ and 1 for $r>2\epsilon$, with $|\nabla\chi_\epsilon|=O(1/\epsilon)$. The product $\chi_\epsilon\phi_i$ is smooth and vanishes near the nucleus, so for it the sum over states, the form (1) and the form (6) agree, the last two by one integration by parts. The removed piece $(1-\chi_\epsilon)\phi_i$ lives in a ball of volume $O(\epsilon^3)$. Its gradient squared integrates to $O(\epsilon^{-2}\epsilon^3)+O(\int_0^{2\epsilon}dr)=O(\epsilon)$, and its potential energy to $O(\epsilon^2)$, so the form (6) of $\chi_\epsilon\phi_i$ tends to that of $\phi_i$. On the side of the sum, shift the weights to $E_n-E_{\rm 1s}+\text{const}>0$, which only adds a multiple of the norm to both sides. The difference of two cut-off functions has a form that tends to zero by the same estimate, so the coefficient sequences $\langle n|\chi_\epsilon\phi_i\rangle$ converge in the positively weighted sum of squares. Their limit is $\langle n|\phi_i\rangle$, since $\chi_\epsilon\phi_i\to\phi_i$ in norm. The sum for $\phi_i$ is therefore finite and equal to (6).

**Q.** Granted (6). You still have to get from it to (3), and that integration by parts now meets the nucleus.

**A.** Exclude a ball of radius $\epsilon$. The outward normal of the remaining region on the small sphere is $-\hat{\mathbf r}$, so

$$\int_{r>\epsilon}|\nabla\phi_i|^2d^3r=-\int_{r>\epsilon}\phi_i^*\nabla^2\phi_i\,d^3r-\epsilon^2\oint\phi_i^*\,\partial_r\phi_i\,d\Omega .$$

Both factors in the surface integral are bounded, so it is $O(\epsilon^2)$ and drops out. For $r>\epsilon$ equation (2) holds pointwise, which gives (3) and, by taking the real part of the real quantity (6), also (4), each as a limit $\epsilon\to0$. With $\nabla V=Z\alpha\hbar c\,\hat{\mathbf r}/r^2$ the factor $1/r^2$ cancels against the volume element:

$$S=-\frac{\hbar^2}{2}Z\alpha\hbar c\oint d\Omega\int_0^\infty \partial_r|\psi|^2\,dr=-\frac{\hbar^2}{2}Z\alpha\hbar c\cdot4\pi\,\big[0-|\psi(0)|^2\big],$$

$$S=2\pi Z\alpha\,\hbar^3c\,|\psi(0)|^2 . \tag{7}$$

With $\hbar=c=1$ this is $2\pi Z\alpha|\psi(0)|^2$, and in atomic units ($\hbar=m=1$, $\alpha\hbar c=1$) it is $2\pi Z|\psi(0)|^2$. The sign is positive for an attractive centre. No delta function was needed.

**Q.** Then is (7) really a case of (5)? You said yourself that the Laplacian vanishes.

**A.** It vanishes for $r>0$. If the step from (4) to (5) is repeated outside the small ball, the volume term is zero and the surface term is $+\tfrac{\hbar^2}{2}\,\epsilon^2\oint|\psi|^2\partial_rV\,d\Omega$, which tends to (7) because $\epsilon^2\partial_rV=Z\alpha\hbar c$. So (5) holds with $\nabla^2V=4\pi Z\alpha\hbar c\,\delta^3(\mathbf r)$.

The delta function can be watched forming. In atomic units take $V_b=-Z(r^2+b^2)^{-1/2}$. Then $r^2V_b'=Zr^3(r^2+b^2)^{-3/2}$, and

$$\nabla^2V_b=\frac{1}{r^2}(r^2V_b')'=\frac{3Z}{(r^2+b^2)^{3/2}}-\frac{3Zr^2}{(r^2+b^2)^{5/2}}=\frac{3Zb^2}{(r^2+b^2)^{5/2}}.$$

Its volume integral is $4\pi[r^2V_b']_0^\infty=4\pi Z$ for every $b$. The mean radius of this distribution follows with $t=r^2+b^2$: $\tfrac{3b^2}{2}\int_{b^2}^\infty(t-b^2)t^{-5/2}dt=\tfrac{3b^2}{2}\big(\tfrac2b-\tfrac{2}{3b}\big)=2b$. For hydrogen 1s, $|\psi|^2=|\psi(0)|^2(1-2r+\dots)$, so $\tfrac12\langle\nabla^2V_b\rangle$ falls short of its limit by the fraction $4b$ to leading order in $b$. The limit is $2\pi\times0.318310=2.0000$. For $b=0.001$ bohr (called $a$ in the program) the prediction is $2(1-0.004)=1.992$ and quadrature gives $1.992078$; for $b=0.01$ the values are $1.92$ and $1.925054$. This keeps the point-Coulomb wave function, so it tests the delta function and is not the sum rule of the softened atom. For a nucleus of finite size, Poisson's equation turns (5) into $2\pi Z$ times the mean of $|\psi|^2$ over the normalized nuclear charge distribution.

**Q.** What is (7) for a general hydrogenic state?

**A.** From here on the nuclear mass is infinite and atomic units are used. For $l>0$, $\psi\propto r^l$ and $S=0$. For $l=0$ write $\psi=u(r)/(r\sqrt{4\pi})$ with $\int u^2dr=1$, so $|\psi(0)|^2=u'(0)^2/4\pi$. Multiply $u''=2(V-E)u$ by $u'$ and integrate. The left side gives $-\tfrac12u'(0)^2$. The right side is $\int(V-E)(u^2)'dr=-\int V'u^2dr$, the boundary term vanishing because $Vu^2\propto r$. So $u'(0)^2=2Z\langle r^{-2}\rangle$. The radial Hamiltonian contains $l(l+1)/2r^2$, and its levels are $-Z^2/2(n_r+l+1)^2$ for real $l\ge0$ at fixed node number $n_r$: with $E=-\beta^2/2$ the regular solution is $r^{l+1}e^{-\beta r}$ times a power series whose coefficients obey $c_{j+1}/c_j=2[\beta(j+l+1)-Z]/[(j+1)(j+2l+2)]$, and it is normalizable only if the series stops, which requires $\beta=Z/(n_r+l+1)$ whether or not $l$ is an integer. The Hellmann–Feynman theorem in $l$ gives $(l+\tfrac12)\langle r^{-2}\rangle=Z^2/n^3$ with $n=n_r+l+1$. At $l=0$, $\langle r^{-2}\rangle=2Z^2/n^3$, $u'(0)^2=4Z^3/n^3$, and

$$|\psi_{ns}(0)|^2=\frac{Z^3}{\pi n^3},\qquad S_{nl}=\frac{2Z^4}{n^3}\,\delta_{l0}. \tag{8}$$

The atomic unit of $S$ is energy times momentum squared, $(\alpha^2m)(\alpha m)^2$ for $\hbar=c=1$, so $S_{ns}=2(Z\alpha)^4m^3/n^3$. With $\alpha=7.29735\times10^{-3}$ and $m=510\,999$ eV, hydrogen 1s has $S=7.567\times10^8\ \mathrm{eV}^3$. Symbolic integration of the form (6) gives $2$, $0.25$ and $0.074074$ for 1s, 2s and 3s, which are $2/n^3$.

**Q.** All of this avoids the sum itself. I want to see the matrix elements added up, above all for 2p, where squares times energies are supposed to give zero.

**A.** The angular part comes first. Write $\psi=g(r)P(\mathbf r)$ with $P$ a harmonic polynomial of degree $l$, normalized on the unit sphere, so that the radial function is $R=gr^l$. Then $\partial_i\psi=(g'/r)\,x_iP+g\,\partial_iP$. We have $\nabla^2(x_iP)=2\partial_iP$. For the harmonic polynomial $\partial_iP$ of degree $l-1$, $\nabla^2(r^2\partial_iP)=[6+4(l-1)]\partial_iP=2(2l+1)\partial_iP$. So $A_i=x_iP-r^2\partial_iP/(2l+1)$ is harmonic of degree $l+1$, and

$$\partial_i\psi=\frac{g'}{r}A_i+\Big[g+\frac{rg'}{2l+1}\Big]\partial_iP .$$

The two pieces have angular momentum $l+1$ and $l-1$. On the unit sphere $\sum_i\oint|\partial_iP|^2=l^2+l(l+1)=l(2l+1)$, from the radial and the angular gradient. Also $\sum_i\oint|x_iP|^2=1$ splits into orthogonal parts, so $\sum_i\oint|A_i|^2=1-l(2l+1)/(2l+1)^2=(l+1)/(2l+1)$. The radial factors are $g'r^l=R'-lR/r$ and $[g+rg'/(2l+1)]r^{l-1}=[R'+(l+1)R/r]/(2l+1)$. With $u=rR$ one has $rR'=u'-u/r$. Summed over components and over the final magnetic quantum number,

$$|\langle n'\,l{+}1|\mathbf p|a\rangle|^2=\frac{l+1}{2l+1}\Big[\int u_{n',l+1}\Big(u'-\frac{l+1}{r}u\Big)dr\Big]^2,$$

$$|\langle n'\,l{-}1|\mathbf p|a\rangle|^2=\frac{l}{2l+1}\Big[\int u_{n',l-1}\Big(u'+\frac{l}{r}u\Big)dr\Big]^2 .$$

Take 1s to 2p in hydrogen, with $u_{1s}=2re^{-r}$ and $u_{2p}=r^2e^{-r/2}/\sqrt{24}$. Here $u'-u/r=-2re^{-r}$, the integral is $-(2/\sqrt{24})\,3!\,(2/3)^4$, and its square is $6\,(2/3)^8=0.234111$. The excitation energy $\omega=E_n-E_a$ is $0.375\,E_h$, so the term is $0.087791$. For 2p to 1s an integration by parts gives the same integral with opposite sign, the weight is $1/3$ and $\omega=-0.375\,E_h$, so the term is $0.078037\times(-0.375)=-0.029264$. Transitions downward carry negative weight, and this is what allows a zero.

The sum $S$ has been reduced to $\tfrac{\hbar^2}{2}\langle\nabla^2V\rangle$, which for a point Coulomb centre is $2\pi Z\alpha\,\hbar^3c\,|\psi(0)|^2$, and the bound 1s–2p terms have been worked out explicitly. What remains is to find the continuum elements and add up the whole sum, to see how $S$ enters the level shift, and to find where the rule fails.

Numbers in the example were calculated in double precision.
